# Relative signs of exchange diagrams in Møller and Bhabha scattering: a numerical check

```python
"""Relative sign of tree diagrams in electron-electron (Moller) and
electron-positron (Bhabha) scattering.

Result under test, with legs 1,2 incoming and 3,4 outgoing:
  Moller: M = +(D - X),  Bhabha: M = -(D - X)
D = e^2 [bar3 g plain1].[barB g plainB]/q^2 is the diagram in which leg 1
is joined to leg 3; X is D with the two psi-type legs exchanged.
psi-type legs: incoming electron (u) or outgoing positron (v).
psibar-type legs: outgoing electron or incoming positron.
Units hbar = c = electron mass = 1, e^2 = 4 pi alpha, metric (+,-,-,-).
The independent road is second-order perturbation theory with explicit
fermion matrices and photon energy denominators.
"""
import itertools
import numpy as np
from scipy import constants as const

E2 = 4 * np.pi * const.fine_structure
COMPTON = const.hbar / (const.m_e * const.c)
BARN = COMPTON**2 / 1e-28          # one natural area unit in barn

I2 = np.eye(2)
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
G0 = np.kron(np.diag([1, -1]), I2).astype(complex)
GAMMA = np.array([G0] + [np.kron([[0, 1], [-1, 0]], s) for s in SIGMA])

# kind of each leg, psibar-type legs, psi-type legs (indices from 0)
PROCESS = {
    "Moller": ("eeee", (2, 3), (0, 1), +1),
    "Bhabha": ("epep", (2, 1), (0, 3), -1),
}
ALL_SPINS = list(itertools.product((0, 1), repeat=4))
UP = (0, 0, 0, 0)


def dot(a, b):
    return a[0] * b[0] - np.dot(a[1:], b[1:])


def spinor(kind, p, spin):
    """u or v boosted from rest; spin 0 is up along z, 1 is down."""
    if kind == "e":
        two = np.array([(1, 0), (0, 1)][spin], complex)
    else:
        two = np.array([(0, 1), (-1, 0)][spin], complex)
    large = np.sqrt(p[0] + 1) * two
    small = np.einsum("i,iab,b->a", p[1:], SIGMA, large) / (p[0] + 1)
    return np.concatenate((large, small) if kind == "e" else (small, large))


def current(left, right):
    return np.einsum("a,mab,b->m", left.conj() @ G0, GAMMA, right)


def kinematics(p, theta):
    en = np.sqrt(1 + p * p)
    n = p * np.array([np.sin(theta), 0, np.cos(theta)])
    z = np.array([0, 0, p])
    return [np.concatenate(([en], v)) for v in (z, -z, n, -n)]


def boosted(momenta, velocity):
    b = np.array(velocity)
    gam = 1 / np.sqrt(1 - b @ b)
    out = []
    for k in momenta:
        bk = b @ k[1:]
        space = k[1:] + b * ((gam - 1) * bk / (b @ b) + gam * k[0])
        out.append(np.concatenate(([gam * (k[0] + bk)], space)))
    return out


def legs(name, momenta, spins):
    kinds = PROCESS[name][0]
    w = [spinor(c, p, s) for c, p, s in zip(kinds, momenta, spins)]
    k = [p if c == "e" else -p for c, p in zip(kinds, momenta)]
    return w, k


def diagrams(name, momenta, spins):
    """D and X, without their statistical signs."""
    w, k = legs(name, momenta, spins)
    _, (b0, b1), (f0, f1), _ = PROCESS[name]
    values = []
    for x, y in ((f0, f1), (f1, f0)):
        q = k[b0] - k[x]
        jj = dot(current(w[b0], w[x]), current(w[b1], w[y]))
        values.append(E2 * jj / dot(q, q))
    return values


def annihilators(n):
    """Matrices obeying the canonical anticommutation relations."""
    lower = np.array([[0, 1], [0, 0]])
    result = []
    for j in range(n):
        m = np.eye(1)
        for i in range(n):
            m = np.kron(m, np.diag([1, -1]) if i < j
                        else lower if i == j else I2)
        result.append(m)
    return result


A4 = annihilators(4)
VAC4 = np.eye(16)[0]


def fock_amplitude(name, momenta, spins):
    """M = -T from second-order perturbation theory in Fock space."""
    kinds = PROCESS[name][0]
    w, k = legs(name, momenta, spins)
    field = [a if c == "e" else a.T for a, c in zip(A4, kinds)]
    initial = A4[0].T @ A4[1].T @ VAC4
    final = A4[2].T @ A4[3].T @ VAC4
    energy = sum(p[0] * np.diag(a.T @ a) for p, a in zip(momenta, A4))
    e_initial = momenta[0][0] + momenta[1][0]
    vertices = [(field[i].T @ field[j], current(w[i], w[j]),
                 (k[i] - k[j])[1:])
                for i, j in itertools.permutations(range(4), 2)]
    t_matrix = 0
    for op1, j1, gain1 in vertices:          # photon emitted here
        middle = op1 @ initial
        if not middle.any():
            continue
        omega = np.linalg.norm(gain1)
        gap = e_initial - middle**2 @ energy - omega
        for op2, j2, gain2 in vertices:      # photon absorbed here
            if np.linalg.norm(gain1 + gain2) > 1e-9:
                continue
            element = final @ op2 @ middle
            if element:
                t_matrix -= E2 * dot(j2, j1) * element / (2 * omega * gap)
    return -t_matrix


def spin_sums(name, momenta):
    """Incoherent part and interference part of the sum of |M|^2."""
    d, x = np.array([diagrams(name, momenta, s) for s in ALL_SPINS]).T
    return (np.sum(abs(d)**2 + abs(x)**2),
            -2 * np.sum(d * x.conj()).real)


def cross_section(total, s):
    """Unpolarized centre-of-mass d(sigma)/d(Omega), natural units."""
    return total / 4 / (64 * np.pi**2 * s)


# Permutation rule for three fermion lines, all kinds of external legs
A6 = annihilators(6)
tested = 0
for kinds in itertools.product("ep", repeat=6):
    field = [a if c == "e" else a.T for a, c in zip(A6, kinds)]
    initial = final = np.eye(64)[0]
    for j in range(6):                       # 0-2 psibar-type, 3-5 psi-type
        incoming = (kinds[j] == "p") if j < 3 else (kinds[j] == "e")
        if incoming:
            initial = A6[j].T @ initial
        else:
            final = A6[j].T @ final
    element = {}
    for perm in itertools.permutations(range(3)):
        lines = [field[i].T @ field[3 + perm[i]] for i in range(3)]
        element[perm] = final @ lines[0] @ lines[1] @ lines[2] @ initial
        other = final @ lines[2] @ lines[0] @ lines[1] @ initial
        assert other == element[perm]
    reference = element[(0, 1, 2)]
    assert abs(reference) == 1
    for perm, value in element.items():
        parity = round(np.linalg.det(np.eye(3)[list(perm)]))
        assert value == parity * reference
        tested += 1
print("three-line contractions tested:", tested)

# Full amplitudes, all spins, in a frame with nonzero total momentum
P_CM, ANGLE = 1.0, np.pi / 3
cm = kinematics(P_CM, ANGLE)
VELOCITY = (0.3, 0.2, 0.4)
moving = boosted(cm, VELOCITY)
s_inv = dot(cm[0] + cm[1], cm[0] + cm[1])
t_inv = dot(cm[0] - cm[2], cm[0] - cm[2])
u_inv = dot(cm[0] - cm[3], cm[0] - cm[3])
print(f"alpha = {const.fine_structure:.8f}, e^2 = {E2:.6f}")
print(f"CM momentum = {P_CM:.1f} m, angle = {np.degrees(ANGLE):.0f} deg")
print(f"s, t, u = {s_inv:.4f}, {t_inv:.4f}, {u_inv:.4f} m^2")
print("test frame velocity / c =", VELOCITY)
print(f"natural area unit = {BARN:.4f} barn")

for name, (_, bars, plains, common) in PROCESS.items():
    error = wrong = fock_total = 0
    for spins in ALL_SPINS:
        d, x = diagrams(name, moving, spins)
        m_fock = fock_amplitude(name, moving, spins)
        error = max(error, abs(m_fock - common * (d - x)))
        wrong = max(wrong, abs(m_fock - common * (d + x)))
        fock_total += abs(m_fock)**2
        w, k = legs(name, moving, spins)
        for i, j in itertools.product(bars, plains):
            assert abs(dot(k[i] - k[j], current(w[i], w[j]))) < 1e-10
    assert error < 1e-11 and wrong > 1e-2
    incoherent, interference = spin_sums(name, cm)
    total = incoherent + interference
    assert abs(fock_total / total - 1) < 1e-10
    d, x = diagrams(name, cm, UP)
    assert abs(d.imag) + abs(x.imag) < 1e-12
    right = BARN * cross_section(total, s_inv)
    bad = BARN * cross_section(incoherent - interference, s_inv)
    print(f"--- {name}: M = {common:+d} * (D - X)")
    print(f"agreement with Fock space better than 1e-11: {error < 1e-11}")
    print(f"largest error if sign were plus = {wrong:.4f}")
    print(f"all spins up: D = {d.real:.6f}, X = {x.real:.6f}")
    print(f"all spins up: M = {common * (d - x).real:.6f}")
    print(f"spin sum, incoherent part = {incoherent:.6f}")
    print(f"spin sum, interference part = {interference:.6f}")
    print(f"spin sum, total = {total:.6f}")
    print(f"spin sum from Fock space = {fock_total:.6f}")
    print(f"dsigma/dOmega = {right:.6f} barn/sr")
    print(f"same with wrong relative sign = {bad:.6f} barn/sr")

# Exact cancellation at 90 degrees for equal spins along the beam
square = kinematics(P_CM, np.pi / 2)
d, x = diagrams("Moller", square, UP)
assert abs(d) > 1e-2 and abs(d - x) < 1e-12
assert abs(fock_amplitude("Moller", square, UP)) < 1e-12
print("--- Moller at 90 deg, all spins up")
print(f"D = {d.real:.6f}, X = {x.real:.6f}, |D - X| = {abs(d - x):.6f}")

# Low momentum: repulsion, attraction, annihilation term, Born limit
P_LOW, P_HIGH = 0.01, 100.0
slow = kinematics(P_LOW, ANGLE)
t_slow = dot(slow[0] - slow[2], slow[0] - slow[2])
print(f"--- low momentum = {P_LOW} m, angle 60 deg, all spins up")
for name in PROCESS:
    d, x = diagrams(name, slow, UP)
    signed = PROCESS[name][3] * d.real
    assert abs(d / (4 * E2 / t_slow) - 1) < 1e-3
    strength = signed * t_slow / (4 * E2)
    print(f"{name}: potential / (e^2/q^2) = {strength:+.5f}")
annihilation = x.real                        # Bhabha enters M as +X
assert abs(annihilation / (-2 * E2) - 1) < 1e-3
print(f"Bhabha annihilation term / e^2 = {annihilation / E2:.5f}")
q2_direct = 4 * P_LOW**2 * np.sin(ANGLE / 2)**2
q2_exchange = 4 * P_LOW**2 * np.cos(ANGLE / 2)**2
f = const.fine_structure / q2_direct
g = const.fine_structure / q2_exchange
born = f * f + g * g - f * g
s_slow = dot(slow[0] + slow[1], slow[0] + slow[1])
ratio = cross_section(sum(spin_sums("Moller", slow)), s_slow) / born
assert abs(ratio - 1) < 5e-3                 # corrections of order p^2
print(f"Moller cross section / Born limit = {ratio:.5f}")

# Interference can reduce or enhance the unpolarized rate
print("--- total / incoherent spin sum at 90 deg")
for name, p, limit in (("Moller", P_LOW, 1 / 2), ("Moller", P_HIGH, 9 / 5),
                       ("Bhabha", P_HIGH, 9 / 11)):
    incoherent, interference = spin_sums(name, kinematics(p, np.pi / 2))
    ratio = 1 + interference / incoherent
    assert abs(ratio - limit) < 2e-3         # finite-momentum corrections
    print(f"{name}, p = {p:g} m: {ratio:.5f}")

print("ALL CHECKS PASSED")
```

Printed output:

```
three-line contractions tested: 384
alpha = 0.00729735, e^2 = 0.091701
CM momentum = 1.0 m, angle = 60 deg
s, t, u = 8.0000, -1.0000, -3.0000 m^2
test frame velocity / c = (0.3, 0.2, 0.4)
natural area unit = 1491.1898 barn
--- Moller: M = +1 * (D - X)
agreement with Fock space better than 1e-11: True
largest error if sign were plus = 0.4033
all spins up: D = -0.836436, X = -0.156544
all spins up: M = -0.679893
spin sum, incoherent part = 4.081225
spin sum, interference part = 0.538183
spin sum, total = 4.619408
spin sum from Fock space = 4.619408
dsigma/dOmega = 0.340792 barn/sr
same with wrong relative sign = 0.261384 barn/sr
--- Bhabha: M = -1 * (D - X)
agreement with Fock space better than 1e-11: True
largest error if sign were plus = 0.3233
all spins up: D = -0.836436, X = -0.163258
all spins up: M = 0.673178
spin sum, incoherent part = 3.903932
spin sum, interference part = -0.756821
spin sum, total = 3.147112
spin sum from Fock space = 3.147112
dsigma/dOmega = 0.232175 barn/sr
same with wrong relative sign = 0.343842 barn/sr
--- Moller at 90 deg, all spins up
D = -0.313088, X = -0.313088, |D - X| = 0.000000
--- low momentum = 0.01 m, angle 60 deg, all spins up
Moller: potential / (e^2/q^2) = +1.00013
Bhabha: potential / (e^2/q^2) = -1.00013
Bhabha annihilation term / e^2 = -1.99996
Moller cross section / Born limit = 1.00030
--- total / incoherent spin sum at 90 deg
Moller, p = 0.01 m: 0.50010
Moller, p = 100 m: 1.79994
Bhabha, p = 100 m: 0.81814
ALL CHECKS PASSED
```
